# Choosing an Atomic Natural Orbital Contraction: Averaging, Truncation and Energy Error

## The choice behind the setting

A lithium atom in its ground term has its outer electron in an s orbital. In the lowest excited term that electron is in a p orbital. Suppose a correlated calculation builds the orbitals for both states from many Gaussian primitives. Its cost grows steeply with their number. One therefore contracts the primitives into a few fixed combinations, for example four s, three p and one d, written [4s3p1d].

Both the size of the contraction and the combinations themselves have to be chosen. Two questions follow. Which states should determine the combinations? And if the omitted ones hold a thousandth of an electron, how large is the energy error?

Atomic natural orbitals (ANOs) answer the first question through an averaged density matrix. The second has a conditional answer: the discarded occupation bounds the error, but with an energy factor that depends on what was discarded.

## The averaged density

Take real primitives $\chi_{plm}$, where $p$ labels the radial function and $m$ the $2l+1$ real angular components. For a normalized $N$-electron state $\Psi$, the spin-summed density matrix is

$$D_{plm,ql'm'}=\sum_\sigma\langle\Psi|a^\dagger_{plm\sigma}a_{ql'm'\sigma}|\Psi\rangle .$$

Here the operators refer to orthonormal radial functions; overlap is restored below. Wavefunctions are real, so $D$ is symmetric.

One component of a P term is in general not spherical. In the $^2$P$_z$ state of lithium the p$_x$, p$_y$ and p$_z$ functions hold 0.0012, 0.0012 and 1.0011 electrons. Contracting on this density directly would give different radial functions along different axes. Averaging over all components of the term removes the preference: the sum of their projectors is unchanged by rotation, so the averaged density commutes with rotations. It therefore cannot connect different $l$ or $m$, and its radial block is the same for every $m$:

$$\bar D_{plm,ql'm'}=\delta_{ll'}\delta_{mm'}D^l_{pq},\qquad
D^l_{pq}=\frac{1}{2l+1}\sum_m D_{plm,qlm}.$$

The second formula needs only one component of the term. The reason is that $T=\sum_{m\sigma}a^\dagger_{plm\sigma}a_{qlm\sigma}$ is a rotational scalar and commutes with $L_\pm$ and $L_z$. If $L_-|M\rangle=c|M-1\rangle$ with $c\neq0$, then

$$\langle M-1|T|M-1\rangle=\frac{\langle M|L_+TL_-|M\rangle}{|c|^2}
=\frac{\langle M|TL_+L_-|M\rangle}{|c|^2}=\langle M|T|M\rangle ,$$

because $L_+L_-|M\rangle=|c|^2|M\rangle$. Commutation with $L_z$ removes elements between different $M$. Thus $T$ is a constant within the term, and any normalized component gives the same value. For lithium, the average of three separately computed $^2$P components was tested against the $m$-average of one.

Different terms $k$ are then combined with weights $w_k>0$, $\sum_kw_k=1$:

$$\bar D^l=\sum_k w_kD^{l,k}.$$

The weights state which atomic situations the contraction has to serve.

## From density to orbitals

Primitives overlap. Let $S$ be their radial overlap for one $l$, and let $\bar D$ now be the matrix in the expansion $\gamma(r,r')=\sum_{pq}\chi_p(r)\bar D_{pq}\chi_q(r')$. A radial orbital $\phi=\sum_pc_p\chi_p$ with $c^TSc=1$ has the occupation

$$n=\int\!\!\int\phi(r)\gamma(r,r')\phi(r')=c^TS\bar DSc ,$$

where each integral contributes one factor $S$ and radial volume elements are understood. Making $c^TS\bar DSc-n(c^TSc-1)$ stationary gives

$$S\bar DSc=nSc .$$

With $c=S^{-1/2}y$ and multiplication by $S^{-1/2}$ from the left, this becomes $S^{1/2}\bar DS^{1/2}y=ny$, an ordinary symmetric eigenproblem. Its eigenvectors $u_i$ give the ANOs. Its eigenvalues $n_{li}$, sorted downwards, are occupations per spatial orbital. A whole shell holds $(2l+1)n_{li}$ electrons.

Keeping the first $k_l$ eigenvectors is optimal in a definite sense. Let $y_a$ be any $k$ orthonormal vectors and define $p_i=\sum_a|u_i^Ty_a|^2$. Then $0\le p_i\le1$, $\sum_ip_i=k$, and the retained occupation is $\sum_in_ip_i$. Compared with the leading eigenvectors it falls short by

$$\sum_{i\le k}n_i(1-p_i)-\sum_{i>k}n_ip_i
\ge n_k\left[\sum_{i\le k}(1-p_i)-\sum_{i>k}p_i\right]=0 .$$

The inequality replaces each $n_i$ in the first sum by the smaller $n_k$, and each in the second by the larger $n_k$. The bracket vanishes because the $p_i$ sum to $k$. At fixed numbers of functions per $l$, ANOs therefore minimize the averaged discarded occupation

$$\bar\eta=\sum_l(2l+1)\sum_{i>k_l}n_{li}.$$

This is optimality for occupation. It is not a proof of minimum energy.

Averaging also protects each state. If $\eta_k$ is the occupation that state $k$ loses, then $\bar\eta=\sum_kw_k\eta_k$. All terms are non-negative, so

$$\eta_k\le\bar\eta/w_k .$$

A small weight gives a weak guarantee, and a state left out has none.

## From occupation to energy

Let each $\Psi$ be the lowest state of its symmetry, obtained by full configuration interaction (full CI) in the primitive basis, with energy $E$. Here $H$ means the Hamiltonian within that finite space. The truncation error $\Delta E$ is the full-CI energy in the contracted basis minus $E$. It does not include the incompleteness of the primitives.

**Occupation and weight.** Let $P$ project onto configurations built entirely from kept orbitals, and let $Q=1-P$. If $P_j$ is the probability of finding $j$ electrons in discarded orbitals, then

$$\eta=\sum_{j=1}^{N}jP_j,\qquad q=\langle\Psi|Q|\Psi\rangle=\sum_{j=1}^{N}P_j .$$

Since $1\le j\le N$ in both sums,

$$\eta/N\le q\le\eta .$$

The ratio $\eta/q$ is the mean number of electrons in discarded orbitals, given that there is at least one. It shows whether discarded orbitals are used mostly by one electron or by two at once. It does not count excitations: a configuration with one electron in a discarded orbital may be a double excitation whose other electron is in a kept orbital.

**Upper bound.** From $(H-E)\Psi=0$ and $\Psi=P\Psi+Q\Psi$ we have $(H-E)P\Psi=-(H-E)Q\Psi$. Using this relation twice, with $H$ Hermitian,

$$\begin{aligned}
\langle P\Psi|H-E|P\Psi\rangle
&=-\langle P\Psi|H-E|Q\Psi\rangle\\
&=\langle Q\Psi|H-E|Q\Psi\rangle\equiv qW .
\end{aligned}$$

The two minus signs cancel. $W$ is the mean energy, measured from $E$, of the discarded part of the wavefunction. The norm of $P\Psi$ squared is $1-q$. Because complete shells are kept or dropped, $P$ preserves spatial and spin symmetry, so for $q<1$ the normalized $P\Psi$ is a valid trial state in the contracted basis. The variational principle gives

$$\Delta E\le\frac{qW}{1-q}.$$

The difference between the two sides is the energy gained when the remaining coefficients are reoptimized.

**Lower bound.** Let $\Phi$ be the lowest state in the contracted basis. Since $P\Phi=\Phi$, the Cauchy–Schwarz inequality gives $|\langle\Psi|\Phi\rangle|^2=|\langle P\Psi|\Phi\rangle|^2\le1-q$. Expand $\Phi=\sum_na_n\Psi_n$ in the eigenstates of its symmetry sector, with $\Psi_0=\Psi$, and let $g$ be the gap from $E$ to the next level. Then

$$\Delta E=\sum_{n\ge1}|a_n|^2(E_n-E)\ge g(1-|a_0|^2)\ge gq .$$

Now insert $\eta_k/N\le q_k\le\eta_k$, take the least favourable gap and $W$, and average over states:

$$\frac{g_{\min}}{N}\bar\eta\le\sum_kw_k\Delta E_k\le\frac{W_{\max}}{1-\eta_{\max}}\bar\eta ,\qquad \eta_{\max}<1 .$$

This is the relation between energy and discarded occupation. It is linear in form, but $W$ changes with the truncation. In a fixed primitive basis $W$ cannot exceed the highest eigenvalue minus $E$. Tighter primitives raise that ceiling, so this argument supplies no universal constant.

## Two limits that show the slope

Suppose one kept configuration at energy zero couples through $V\ne0$ to one discarded configuration at $\Delta>0$. Write the lower eigenvalue as $E=-\epsilon$. The determinant condition is $\epsilon(\epsilon+\Delta)=V^2$, and the first row of the eigenvalue equation gives the amplitude ratio $-\epsilon/V$. Hence

$$q=\frac{\epsilon^2}{V^2+\epsilon^2}=\frac{\epsilon}{\Delta+2\epsilon},\qquad
\frac{q}{1-q}=\frac{\epsilon}{\Delta+\epsilon}.$$

Here $W=\Delta+\epsilon$. The eigenvalues sum to $\Delta$, so the upper one is $\Delta+\epsilon$ and $g=\Delta+2\epsilon$. Both $qW/(1-q)$ and $gq$ equal $\epsilon$, which is the truncation error. Neither bound can therefore be improved in general without more information.

The second limit has many discarded configurations, each weakly coupled to one kept reference and not coupled to one another. At leading order in the couplings $V_i$, their amplitudes are $-V_i/\Delta_i$, so $q_i=V_i^2/\Delta_i^2$ and

$$\Delta E\simeq\sum_i\frac{V_i^2}{\Delta_i}=\sum_iq_i\Delta_i .$$

If a configuration places two electrons in discarded orbitals, $\eta_i=2q_i$ and its energy per discarded electron is $\Delta_i/2$. If it places one there, $\eta_i=q_i$ and the slope is $\Delta_i$. Equal occupations thus stand for different energies, depending on the excitation energy and on how many electrons enter discarded orbitals together.

## Lithium: what the averaged orbitals contain

The example correlates all three electrons by full CI in an 8s5p2d primitive basis. The exponents are $0.1\times4^k$ Å$^{-2}$, with $k=0$–7 for s, 0–4 for p and 3–4 for d. The $^2$S and $^2$P terms have equal weights. The reference omits relativity and nuclear motion, and it has no f functions or diffuse d functions. It measures contraction errors, not agreement with experiment. The numbers below belong to this primitive set and are not converged with respect to it. Two other sets show the size of the shifts: a denser 11s7p3d set with exponents $0.04\times2.9^k$ Å$^{-2}$ ($k=0$–10, 0–6 and 4–6), which lowers the $^2$S energy by 0.13 eV, and an 8s5p4d set that extends the d exponents above to $k=1$–4.

The first two s occupations are 1.99 and 0.500, and the first p occupation is 0.167. The last two reflect the averaging: the outer electron is in an s orbital in half of the ensemble, and in the other half it is spread over three p components, giving $\tfrac12\times\tfrac13=0.167$.

The first three p ANOs have root-mean-square radii of 2.80, 0.57 and 1.34 Å (2.76, 0.57 and 1.30 Å in 11s7p3d). The first describes the outer electron of the excited term. The second is much more compact, and the first s ANO, which carries the core, has a radius of 0.36 Å. Decreasing occupation is therefore not an ordering from inside to outside.

For [4s3p1d], the discarded shells are s orbitals 5–8, p orbitals 4–5 and the second d orbital. Their contributions are

$$\bar\eta\approx1.01\times10^{-5}+3(2.81\times10^{-5})+5(0.473\times10^{-5})
\approx1.18\times10^{-4}.$$

The factors 3 and 5 matter: without them most of the lost charge would be missed.

For the $^2$S term this contraction has $q=1.240\times10^{-4}$ and $W=525.7$ eV. The upper bound is $1.240\times10^{-4}\times525.7=0.065$ eV, since $1-q$ is negligible here. The gap of 5.25 eV gives a lower bound of 0.00065 eV. The computed error is 0.056 eV. With 0.047 eV for $^2$P, the mean error is 0.051 eV (1.89 mhartree). The gap is large because these primitives are not diffuse enough for the next s level. In 11s7p3d it is 3.39 eV, and the same contraction size has $\bar\eta=1.57\times10^{-4}$, $q=1.44\times10^{-4}$, $W=481$ eV and errors of 0.061 and 0.057 eV.

Both bounds, and those relating $q$ to $\eta$, were tested for both terms in six contractions, with truncated energies computed from contracted integrals. The upper bound is at most about 25% above the error. The lower bound is smaller than the error by factors of roughly 60 to 210. It uses the gap to the next level, a few eV, whereas the discarded part lies hundreds of eV up.

The size of $W$ has a direct reading. For $^2$S in [2s1p], $E=-203$ eV and $W=314$ eV, so the discarded part has a mean energy of about $+111$ eV. That is above the energy of a bare nucleus with three separated electrons at rest, which is the zero of energy. Small components of this kind are expensive to lose.

The same contraction gives $\eta/q=6.93/3.66=1.89$: when discarded orbitals are used, they hold nearly two electrons on average. For $^2$S in [5s4p2d] the ratio is 1.05, so at least about 95% of the discarded weight has just one electron there. The remaining error has changed character as well as size. The share depends on the primitives: in 11s7p3d it is 79% rather than 95%, still far above the 11% found for [2s1p]. Reoptimization also changes: it lowers the trial energy by about $3\times10^{-5}$ eV in [2s1p], but by 0.0014 eV, or 18% of the upper bound, in [5s4p2d].

## Occupation thresholds are not energy thresholds

The mean energy gained at each enlargement, divided by the occupation recovered, shows how much the slope varies:

| New set | $\bar\eta$ recovered | Gain (eV) | Gain per electron (eV) |
|---|---:|---:|---:|
| [3s2p] | $6.15\times10^{-3}$ | 0.966 | 157 |
| [3s2p1d] | $1.82\times10^{-4}$ | 0.057 | 315 |
| [4s3p1d] | $3.16\times10^{-4}$ | 0.071 | 223 |
| [4s3p2d] | $2.36\times10^{-5}$ | 0.015 | 622 |
| [5s4p2d] | $7.83\times10^{-5}$ | 0.031 | 394 |

Each row starts from the set above it, and the first from [2s1p]. In this primitive set the gain per electron varies by a factor of four and does not change monotonically, and the total ratio $\Delta E/\bar\eta$ lies between 169 and 437 eV. The d rows rest on only two tight d primitives. The 622 eV entry becomes 304 eV in 11s7p3d and 237 eV in 8s5p4d, where the spread is a factor of 2.3 and 2.6. The total ratio then spans 168–559 eV and 166–453 eV. Extrapolating from [2s1p] with its ratio of 169 eV would predict $169\times1.18\times10^{-4}=0.020$ eV for [4s3p1d], against the computed 0.051 eV.

Occupation can still suggest which shells to try first. Adding the fourth s and third p shells costs four functions and gains 0.071 eV, or 18 meV per function. The first d shell costs five and gains 0.057 eV, or 11 meV per function. The occupations per orbital, 7.2 and $8.1\times10^{-5}$ against $3.6\times10^{-5}$, have the same order. This comparison takes the s and p shells together and starts the two steps from different sets. Single shells do not all follow the same order. Added one at a time to [3s2p], the fourth s shell gains 23 meV per function, the third p shell 16 and the first d shell 11, although the s occupation is smaller than the p occupation. Ranking by occupation is therefore not a rule.

## What state averaging prevents

Suppose the [2s1p] set is made from the $^2$S term alone and then used for $^2$P. The excited state loses 0.98 electrons, and its energy error is 99.6 eV (100.6 eV in 11s7p3d). With the averaged set of the same size the loss is 0.0066 electrons and the error 1.13 eV. The ground term needs p functions only for correlation, and its single p function does not accommodate the outer electron of the excited term. In the language of the guarantee, $w_k=0$ for $^2$P, and $\eta_k\le\bar\eta/w_k$ says nothing.

Averaging does not make the errors equal. The excitation-energy error is

$$\Delta E_{\rm P}-\Delta E_{\rm S},$$

which can be small through cancellation and need not fall steadily. Relative to the primitive result of 1.850 eV, it is $-0.018$ eV in [3s2p] and $-0.022$ eV in [3s2p1d]. The primitive result is itself not converged. It is 1.855 eV in 11s7p3d and 1.836 eV in 8s5p4d, where the two errors are $-0.012$, $-0.017$ eV and $-0.005$, $-0.012$ eV. The d shell improves both total energies, but it lowers the $^2$P error by 0.059 eV and the $^2$S error by 0.055 eV, so the imbalance grows. In [5s4p2d] the excitation error is $-0.0014$ eV, while the total-energy errors are 0.0066 and 0.0052 eV.

## Guidance and limits

- **Choose the states first.** Include every atomic term whose outer orbitals the application needs. For a state of special importance, a larger weight lowers the factor $1/w_k$ in its guarantee, and raises that factor for the states whose weights are reduced.

- **Add complete shells.** Dropping individual $m$ components breaks the symmetry used above. When summing the loss, count $2l+1$ orbitals per shell; for a first comparison of single functions, look at $n_{li}$, then check the energy.

- **Use occupation to propose a set and energy to accept it.** Compute the target states in two successive contractions and, for the atom, in the primitives. For excitation energies, inspect the difference and both total energies.

- **Match the density to the correlation treatment.** If core electrons were not correlated when the density was made, orbitals needed for core correlation may rank too low to be kept. If the core is to be frozen later, the all-electron ranking may spend functions on correlation that will not be computed.

- **Do not carry the bound beyond its premises.** The upper bound used $(H-E)\Psi=0$; an approximate wavefunction adds residual terms. A higher state of the same symmetry is not protected by the simple variational argument. In a molecule, neighbouring atoms and fields change the density, so a small atomic $\bar\eta$ does not bound the molecular error.

- **Enlarge the primitives when they are the limit.** Keeping every ANO recovers the primitive result and nothing beyond it. A small discarded occupation cannot reveal a function that was absent from the start.

The numerical output lists all ANO occupations, the radii of the leading orbitals, and the bounds for each contraction.

## Numbers as computed

```
Li, full CI, primitives 8s5p2d, orbitals: 33
s exponents (1/angstrom^2): 0.1 0.4 1.6 6.4 25.6 102.4 409.6 1638
p exponents (1/angstrom^2): 0.1 0.4 1.6 6.4 25.6
d exponents (1/angstrom^2): 6.4 25.6
weights of 2S and 2P: 0.5 0.5; determinants in 2Pz sector: 2365
2S: E = -203.2645 eV, gap in sector = 5.2469 eV
2P: E = -201.4147 eV, gap in sector = 3.5624 eV
2P-2S excitation, primitives: 1.84979 eV
2Pz component, electrons in p_x, p_y, p_z: 0.00121 0.00121 1.00115
largest spherical-average mismatch: 2.2e-14
s ANO occupations per orbital: 1.99e+00 5.00e-01 2.53e-03 7.19e-05 7.28e-06 2.76e-06 5.43e-08 3.74e-10
p ANO occupations per orbital: 1.67e-01 1.20e-03 8.14e-05 2.37e-05 4.35e-06
d ANO occupations per orbital: 3.63e-05 4.73e-06
s ANO rms radii, first 3 (angstrom): 0.356 2.299 0.785
p ANO rms radii, first 3 (angstrom): 2.796 0.570 1.337
d ANO rms radii, first 2 (angstrom): 0.422 0.443
[2s1p] 2S: eta=6.932e-03 q=3.663e-03 W=314.3 eV dE=1.15552 eV bounds 1.92e-02, 1.15555 eV
[2s1p] 2P: eta=6.594e-03 q=3.483e-03 W=324.7 eV dE=1.13467 eV bounds 1.24e-02, 1.13475 eV
[2s1p] mean: eta=6.763e-03 dE=1.14509 eV = 42.0813 mhartree, dE/eta=169.3 eV, excitation=1.82895 eV
[2s1p] from 2S alone, used for 2P: eta=0.9774 dE=99.643 eV
[3s2p] 2S: eta=7.212e-04 q=4.825e-04 W=404.2 eV dE=0.18827 eV bounds 2.53e-03, 0.19515 eV
[3s2p] 2P: eta=5.099e-04 q=3.111e-04 W=561.0 eV dE=0.16994 eV bounds 1.11e-03, 0.17457 eV
[3s2p] mean: eta=6.155e-04 dE=0.17910 eV = 6.5820 mhartree, dE/eta=291.0 eV, excitation=1.83146 eV
[3s2p1d] 2S: eta=5.511e-04 q=3.982e-04 W=350.7 eV dE=0.13307 eV bounds 2.09e-03, 0.13970 eV
[3s2p1d] 2P: eta=3.169e-04 q=2.045e-04 W=567.4 eV dE=0.11087 eV bounds 7.29e-04, 0.11608 eV
[3s2p1d] mean: eta=4.340e-04 dE=0.12197 eV = 4.4823 mhartree, dE/eta=281.1 eV, excitation=1.82759 eV
[4s3p1d] 2S: eta=1.494e-04 q=1.240e-04 W=525.7 eV dE=0.05585 eV bounds 6.51e-04, 0.06519 eV
[4s3p1d] 2P: eta=8.627e-05 q=6.262e-05 W=825.2 eV dE=0.04708 eV bounds 2.23e-04, 0.05167 eV
[4s3p1d] mean: eta=1.178e-04 dE=0.05147 eV = 1.8915 mhartree, dE/eta=436.8 eV, excitation=1.84103 eV
[4s3p2d] 2S: eta=1.285e-04 q=1.129e-04 W=455.1 eV dE=0.04237 eV bounds 5.92e-04, 0.05137 eV
[4s3p2d] 2P: eta=5.986e-05 q=4.614e-05 W=751.5 eV dE=0.03117 eV bounds 1.64e-04, 0.03467 eV
[4s3p2d] mean: eta=9.417e-05 dE=0.03677 eV = 1.3513 mhartree, dE/eta=390.4 eV, excitation=1.83860 eV
[5s4p2d] 2S: eta=2.322e-05 q=2.206e-05 W=362.2 eV dE=0.00659 eV bounds 1.16e-04, 0.00799 eV
[5s4p2d] 2P: eta=8.471e-06 q=7.342e-06 W=888.5 eV dE=0.00524 eV bounds 2.62e-05, 0.00652 eV
[5s4p2d] mean: eta=1.585e-05 dE=0.00592 eV = 0.2174 mhartree, dE/eta=373.3 eV, excitation=1.84844 eV
dE/eta, largest over smallest: 2.58
```
